**Hanle broadening by a rough magnetic interface, with and without diffusion**

The program examines spins of lifetime τ and diffusivity D in the stray field b of a ferromagnetic interface with ripple wave number q. The controlling quantities are β = γbτ and κ = Dq²τ, where γ is the electron gyromagnetic ratio. It asserts the stray-field formula against a sum of magnetic charges, and the resting-spin formulas against time integration and phase-by-phase matrix solutions. A spectral diffusion-precession solver tests the zero-field result, the fast-diffusion width and the recovery in an in-plane field. Further assertions cover the bound on the inverted fraction over seven ripple periods, diffusion in depth and the finite mean free path. For resting spins with a true lifetime of 1 ns, the output shows a Hanle half-width of 63 mT and an apparent lifetime of 0.09 ns. For mobile electrons with D = 2.9 cm²/s, the half-width returns to 5.7 mT and the inverted fraction falls to 0.4%. Roughness of this size therefore explains a broad curve only for nearly immobile spins within the model.

## Program and output

```python
"""
Result under test: stray fields of a rippled ferromagnetic interface broaden
the Hanle curve of resting spins and give an inverted in-plane signal, while
fast lateral diffusion removes both effects.
Symbols: b stray field, tau spin lifetime, gamma = g mu_B/hbar,
beta = gamma*b*tau, u = gamma*B*tau for applied field B, q ripple wave number,
D diffusivity, kappa = D*q^2*tau. Signals are mean S_x over field-free S_x.
Magnetization lies along x; z is the distance from the mean interface.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq


def cross_matrix(wx, wz):
    return np.array([[0.0, -wz, 0.0], [wz, 0.0, -wx], [0.0, wx, 0.0]])


def root_terms(beta, u):
    a = 1 + u**2 + beta**2
    r = np.sqrt((1 + (u - beta)**2) * (1 + (u + beta)**2))
    return a, r


def static_inplane(beta, u):
    a, r = root_terms(beta, u)
    return 1 - beta**2 / (a + r)


def static_perp(beta, u):
    a, r = root_terms(beta, u)
    return 1 / r + beta**2 / (a + r)


def inverted_fraction(beta, kappa):
    s = beta**2 / 2
    return s / (1 + kappa + s * (1 + 1 / (1 + 4 * kappa)))


def phase_average(beta, u_in, u_perp, n=4000):
    """Solve the resting-spin Bloch equation separately at each phase."""
    phase = 2 * np.pi * np.arange(n) / n
    mats = np.array([np.eye(3) - cross_matrix(u_in + beta * np.cos(p),
                                             u_perp + beta * np.sin(p))
                     for p in phase])
    return np.linalg.inv(mats)[:, 0, 0].mean()


def diffusive_mean(beta, kappa, u_in=0.0, u_perp=0.0, n=96):
    """Spectral solution of steady diffusion, precession and relaxation."""
    phase = 2 * np.pi * np.arange(n) / n
    k = np.fft.fftfreq(n, 1 / n)
    lap = np.fft.ifft(-(k**2)[:, None] * np.fft.fft(np.eye(n), axis=0),
                      axis=0).real
    loss = np.eye(n) - kappa * lap
    wx = np.diag(u_in + beta * np.cos(phase))
    wz = np.diag(u_perp + beta * np.sin(phase))
    zero = np.zeros((n, n))
    mat = np.block([[loss, wz, zero], [-wz, loss, wx], [zero, -wx, loss]])
    source = np.concatenate([np.ones(n), np.zeros(2 * n)])
    return np.linalg.solve(mat, source)[:n].mean()


def half_width(curve, upper):
    half = curve(0.0) / 2
    return brentq(lambda u: curve(u) - half, 0.0, upper)


# Example parameters, SI units
g_factor = 2.0
gamma = g_factor * const.physical_constants["Bohr magneton"][0] / const.hbar
mu0_m = 1.8
height = 0.5e-9
period = 40e-9
distance = 3e-9
tau = 1e-9
mobility = 100e-4
density = 1e25
temperature = 300.0
mass_l, mass_t = 0.92, 0.19
film = 20e-9
channel = 50e-9
q = 2 * np.pi / period
b = mu0_m * q * height / 2 * np.exp(-q * distance)
beta = gamma * b * tau

# Stray field: direct sum of the magnetic charges on the rippled surface
n_src, n_obs, n_rep = 200, 32, 100
x_src = np.arange(n_src) * period / n_src
charge = mu0_m * height * q * np.sin(q * x_src) * period / n_src
x_obs = np.arange(n_obs) * period / n_obs
bx = np.zeros(n_obs)
bz = np.zeros(n_obs)
dz = distance - height * np.cos(q * x_src)[None, :]
for rep in range(-n_rep, n_rep + 1):
    dx = x_obs[:, None] - x_src[None, :] - rep * period
    r2 = dx**2 + dz**2
    bx += (charge * dx / r2).sum(axis=1) / (2 * np.pi)
    bz += (charge * dz / r2).sum(axis=1) / (2 * np.pi)
bx_first = 2 * np.mean(bx * np.cos(q * x_obs))
bz_first = 2 * np.mean(bz * np.sin(q * x_obs))
bz_second = 2 * np.mean(bz * np.sin(2 * q * x_obs))
assert abs(bx_first / -b - 1) < 0.01
assert abs(bz_first / b - 1) < 0.01

# Resting spin: time integral of precession against the local formula
for wx, wz in [(0.7, 1.9), (3.0, 2.0), (-1.5, 4.0)]:
    rot = cross_matrix(wx, wz)
    integral = quad(lambda t: np.exp(-t) * expm(rot * t)[0, 0],
                    0, 40, limit=200)[0]
    assert abs(integral - (1 + wx**2) / (1 + wx**2 + wz**2)) < 1e-6

# Phase averages and their sum
for test_beta, u in [(0.6, 0.4), (3.0, 2.5), (beta, 5.0), (beta, 15.0)]:
    inplane = phase_average(test_beta, u, 0.0)
    perp = phase_average(test_beta, 0.0, u)
    assert abs(inplane - static_inplane(test_beta, u)) < 1e-8
    assert abs(perp - static_perp(test_beta, u)) < 1e-8
    assert abs(inplane + perp - 1 - 1 / root_terms(test_beta, u)[1]) < 1e-8


def static_widths(bt):
    upper = 10 * (1 + bt)
    normal = half_width(lambda u: static_perp(bt, u), upper)
    inverse = half_width(lambda u: 1 - static_inplane(bt, u), upper)
    return normal, inverse


for width in static_widths(300.0):
    assert abs(width / (np.sqrt(2) * 300.0) - 1) < 0.01

# Exact zero-field result with diffusion, and return to the static value
for test_beta, kappa in [(0.8, 0.3), (3.0, 2.0), (beta, 20.0), (20.0, 400.0)]:
    missing = 1 - diffusive_mean(test_beta, kappa)
    assert abs(missing - inverted_fraction(test_beta, kappa)) < 1e-8
kappa_return = beta**2 / 2 - 0.25
static_missing = 1 - phase_average(beta, 0.0, 0.0)
assert abs(1 - diffusive_mean(beta, kappa_return) - static_missing) < 1e-8
assert 1 - diffusive_mean(beta, kappa_return / 4) > static_missing
assert 1 - diffusive_mean(beta, kappa_return * 4) < static_missing

# Fast-diffusion width and recovery in an in-plane field
fast_beta, fast_kappa = 20.0, 400.0
extra = fast_beta**2 / (2 * (1 + fast_kappa))
fast_width = half_width(
    lambda u: diffusive_mean(fast_beta, fast_kappa, u_perp=u), 30.0)
assert abs(fast_width / np.sqrt((1 + extra) * (1 + 2 * extra)) - 1) < 0.01
for u in [200.0, 400.0, 1200.0]:
    reduced = extra / (1 + (u / (1 + fast_kappa))**2)
    numeric = diffusive_mean(fast_beta, fast_kappa, u_in=u)
    assert abs((1 / numeric - 1) / reduced - 1) < 0.02

# Silicon diffusivity, including carrier degeneracy
mass_dos = (36 * mass_t**2 * mass_l)**(1 / 3)
mass_cond = 3 / (1 / mass_l + 2 / mass_t)
thermal = const.k * temperature
n_band = 2 * (mass_dos * const.m_e * thermal
              / (2 * np.pi * const.hbar**2))**1.5


def fermi_half(eta):
    return 4 / np.sqrt(np.pi) * quad(
        lambda y: y**2 / (1 + np.exp(y**2 - eta)), 0, 12)[0]


def fermi_minus_half(eta):
    return 2 / np.sqrt(np.pi) * quad(
        lambda y: 1 / (1 + np.exp(y**2 - eta)), 0, 12)[0]


eta = brentq(lambda e: n_band * fermi_half(e) / density - 1, -8, 8)
slope = (fermi_half(eta + 1e-3) - fermi_half(eta - 1e-3)) / 2e-3
assert abs(slope / fermi_minus_half(eta) - 1) < 1e-5
degeneracy = fermi_half(eta) / fermi_minus_half(eta)
diffusivity = mobility * thermal / const.e * degeneracy
kappa_mobile = diffusivity * q**2 * tau
mobile_missing = 1 - diffusive_mean(beta, kappa_mobile)
assert abs(mobile_missing / inverted_fraction(beta, kappa_mobile) - 1) < 1e-5

# Height-controlled ceiling for every ripple period
ceiling = (gamma * mu0_m * height)**2 * tau / (8 * diffusivity)
period_results = []
for test_period in np.array([20, 40, 100, 200, 400, 1000, 4000]) * 1e-9:
    qq = 2 * np.pi / test_period
    bb = gamma * tau * mu0_m * qq * height / 2 * np.exp(-qq * distance)
    period_results.append(1 - diffusive_mean(bb, diffusivity * qq**2 * tau))
best_missing = max(period_results)
assert 0.8 * ceiling < best_missing < ceiling

# Diffusion in depth: finite differences with reflecting channel faces
cells = 4000
length = q * channel
step = length / cells
depth = (np.arange(cells) + 0.5) * step
diag = np.full(cells, 2 / step**2 + 1 + 1 / kappa_mobile)
diag[[0, -1]] -= 1 / step**2
bands = np.zeros((3, cells))
bands[0, 1:] = -1 / step**2
bands[1] = diag
bands[2, :-1] = -1 / step**2
response = solve_banded((1, 1), bands, np.exp(-depth))
depth_factor = np.mean(np.exp(-depth) * response) * (1 + 1 / kappa_mobile)
assert abs(depth_factor / (3 / (8 * length)) - 1) < 0.01
rate_sheet = beta**2 / (2 * (1 + kappa_mobile))
channel_missing = rate_sheet * depth_factor / (1 + rate_sheet * depth_factor)

# Finite mean free path: discretized isotropic-scattering kinetic equation
scatter_time = mobility * mass_cond * const.m_e / const.e
speed = np.sqrt(3 * diffusivity / scatter_time)
free_path = speed * scatter_time
ql = q * free_path
cosines, weights = np.polynomial.legendre.leggauss(32)
kinetic = np.diag(1 + 1j * ql * cosines) - np.ones((32, 1)) * weights / 2
density_response = (weights @ np.linalg.solve(kinetic, np.ones(32))).real / 2
escape = np.arctan(ql) / ql
assert abs(density_response / (escape / (1 - escape)) - 1) < 1e-8
path_factor = density_response * ql**2 / 3

# Widths and sizes of neglected effects for resting spins
normal_u, inverse_u = static_widths(beta)
normal_field = normal_u / (gamma * tau)
inverse_field = inverse_u / (gamma * tau)
distances = np.linspace(1e-9, 5e-9, 81)
beta_spread = gamma * tau * mu0_m * q * height / 2 * np.exp(-q * distances)
spread_u = half_width(lambda u: np.mean(static_perp(beta_spread, u)), 300.0)
slow_valley = inverted_fraction(beta, kappa_mobile * mass_cond / mass_l)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Electron g factor", g_factor)
show("Saturation induction mu0*M", mu0_m, "T")
show("Ripple amplitude", height * 1e9, "nm")
show("Ripple period", period * 1e9, "nm")
show("Spin distance from mean interface", distance * 1e9, "nm")
show("True spin lifetime", tau * 1e9, "ns")
show("Temperature", temperature, "K")
show("Electron density", density * 1e-6, "cm^-3")
show("Electron mobility", mobility * 1e4, "cm2/Vs")
show("Longitudinal valley mass", mass_l, "electron masses")
show("Transverse valley mass", mass_t, "electron masses")
show("Stray field b", b * 1e3, "mT")
show("Stray field from charge sum, first harmonic", bz_first * 1e3, "mT")
show("Precession angle beta = gamma*b*tau", beta, "rad")
show("Natural Hanle half-width", 1e3 / (gamma * tau), "mT")
show("Resting spins: zero-field signal / S0", static_perp(beta, 0.0))
show("Resting spins: inverted fraction", static_missing)
show("Resting spins: perpendicular half-width", normal_field * 1e3, "mT")
show("Resting spins: in-plane half-width", inverse_field * 1e3, "mT")
show("Strong-field limit sqrt(2)*b", np.sqrt(2) * b * 1e3, "mT")
for life in [1e-9, 1e-8, 1e-7]:
    width_u = static_widths(gamma * b * life)[0]
    print(f"True lifetime {life*1e9:.0f} ns: apparent lifetime "
          f"{life/width_u*1e9:.4f} ns")
show("Degeneracy factor in D/mobility", degeneracy)
show("Channel diffusivity", diffusivity * 1e4, "cm2/s")
show("Channel spin diffusion length", np.sqrt(diffusivity * tau) * 1e9, "nm")
show("Channel kappa = D*q^2*tau", kappa_mobile)
show("D where inverted fraction returns to static value",
     kappa_return / (q**2 * tau) * 1e4, "cm2/s")
print("D (cm2/s) | inverted fraction | perpendicular half-width (mT)")
for diff in [0.0, 1e-8, 1e-7, 1e-6, 1e-5, diffusivity]:
    kap = diff * q**2 * tau
    missing = 1 - diffusive_mean(beta, kap)
    width_u = half_width(lambda u: diffusive_mean(beta, kap, u_perp=u),
                         10 * (1 + beta))
    print(f"{diff*1e4:.4g} | {missing:.5f} | {width_u/(gamma*tau)*1e3:.3f}")
show("Mobile sheet: in-plane recovery field scale",
     (1 + kappa_mobile) / (gamma * tau), "T")
show("Mobile sheet: ceiling on inverted fraction", ceiling)
show("Mobile sheet: largest fraction in period scan", best_missing)
show("Channel thickness", channel * 1e9, "nm")
show("Depth-diffusion reduction factor", depth_factor)
show("Channel inverted fraction with depth diffusion", channel_missing)
show("Second / first stray-field harmonic", abs(bz_second / bz_first))
show("Film thickness", film * 1e9, "nm")
show("Far-face field / near-face field, equal ripple", np.exp(-q * film))
show("Squared tilt of M at perpendicular half-width",
     (normal_field / mu0_m)**2)
show("Half-width for distances spread over 1 to 5 nm",
     spread_u / (gamma * tau) * 1e3, "mT")
show("Inverted fraction, slowest valley direction", slow_valley)
show("Mean free path", free_path * 1e9, "nm")
show("Finite-path factor on stray-field relaxation", path_factor)
print("no test failed")
```

It prints:

```
Electron g factor: 2
Saturation induction mu0*M: 1.8 T
Ripple amplitude: 0.5 nm
Ripple period: 40 nm
Spin distance from mean interface: 3 nm
True spin lifetime: 1 ns
Temperature: 300 K
Electron density: 1e+19 cm^-3
Electron mobility: 100 cm2/Vs
Longitudinal valley mass: 0.92 electron masses
Transverse valley mass: 0.19 electron masses
Stray field b: 44.12 mT
Stray field from charge sum, first harmonic: 44.16 mT
Precession angle beta = gamma*b*tau: 7.761 rad
Natural Hanle half-width: 5.686 mT
Resting spins: zero-field signal / S0: 0.5082
Resting spins: inverted fraction: 0.4918
Resting spins: perpendicular half-width: 63.32 mT
Resting spins: in-plane half-width: 62.41 mT
Strong-field limit sqrt(2)*b: 62.4 mT
True lifetime 1 ns: apparent lifetime 0.0898 ns
True lifetime 10 ns: apparent lifetime 0.0911 ns
True lifetime 100 ns: apparent lifetime 0.0911 ns
Degeneracy factor in D/mobility: 1.128
Channel diffusivity: 2.915 cm2/s
Channel spin diffusion length: 539.9 nm
Channel kappa = D*q^2*tau: 7192
D where inverted fraction returns to static value: 0.0121 cm2/s
D (cm2/s) | inverted fraction | perpendicular half-width (mT)
0 | 0.49183 | 63.323
0.0001 | 0.64738 | 67.959
0.001 | 0.82840 | 68.779
0.01 | 0.53688 | 16.013
0.1 | 0.10837 | 6.717
2.915 | 0.00417 | 5.721
Mobile sheet: in-plane recovery field scale: 40.9 T
Mobile sheet: ceiling on inverted fraction: 0.01074
Mobile sheet: largest fraction in period scan: 0.009552
Channel thickness: 50 nm
Depth-diffusion reduction factor: 0.04775
Channel inverted fraction with depth diffusion: 0.0001998
Second / first stray-field harmonic: 0.04909
Film thickness: 20 nm
Far-face field / near-face field, equal ripple: 0.04321
Squared tilt of M at perpendicular half-width: 0.001238
Half-width for distances spread over 1 to 5 nm: 65.41 mT
Inverted fraction, slowest valley direction: 0.01468
Mean free path: 3.584 nm
Finite-path factor on stray-field relaxation: 1.079
no test failed
```
